\section*{Is Cu6Sn5 growth under molten solder always parabolic in time?}

\section*{Question}

I am estimating how much Cu$_6$Sn$_5$ forms between a copper pad and molten tin-based solder during reflow. I have a thickness at 60 s and want the thickness at 10 s and at 600 s. My reasoning is that growth is controlled by diffusion, the diffusion path is as long as the compound is thick, so the rate goes as one over the thickness and the thickness as $\sqrt t$.

A colleague objects that the compound is not a flat layer but a carpet of rounded scallops with liquid between them. I do not see why that matters. Copper diffusing up a liquid channel still has a path that lengthens as the scallops grow. Should the law not remain parabolic, with a larger diffusivity?

\section*{Answer}

Your argument accounts for the length of the path but not for how much of the path there is. If the open area of the channels stays fixed and the copper passes through them without being deposited on the way, you are right and growth is parabolic, liquid or not. If the scallops also ripen, so that fewer and larger ones remain, channels disappear as the others lengthen. The supply then falls faster than one over the thickness, and the growth law changes.

\subsection*{The supply balance}

Let $H$ be the compound volume per unit substrate area, that is, its mean thickness. Let $h$ be the length of the copper path and $\phi$ the fraction of the substrate area open to transport. The Cu concentration in the path drops by $\Delta c$ from the copper side to the mouth, $D$ is the diffusivity of Cu in the path, and $N_c$ is the number of Cu atoms per volume of Cu$_6$Sn$_5$. A steady linear profile carries the flux $D\Delta c/h$ per open area. If all this copper enters the compound,
\begin{equation}
N_c\frac{dH}{dt}=\phi\,\frac{D\,\Delta c}{h}
\quad\Longrightarrow\quad
\frac{dH}{dt}=\frac{\phi D s}{h},\qquad s=\frac{\Delta c}{N_c}.
\label{eq:supply}
\end{equation}
I take $D$ and $s$ as constant, which requires a constant temperature, and the melt as already saturated with copper, so that none is lost to the bulk liquid. I also assume that the copper joins the compound only after leaving the mouth of the path. This is a real restriction for a liquid channel, because its walls are Cu$_6$Sn$_5$ too: if they took up copper along the way, the profile would not be linear.

Suppose the shape is preserved, $H=ah$ with constant $a$. For constant $\phi$, multiplying (\ref{eq:supply}) by $h/a$ and integrating from $h_0$ gives
\begin{equation}
h\frac{dh}{dt}=\frac{\phi Ds}{a}
\quad\Longrightarrow\quad
h^2=h_0^2+\frac{2\phi Ds}{a}\,t .
\end{equation}
This is your parabola. If instead $\phi=b/h$ with constant $b$, there is one more factor of $h$:
\begin{equation}
h^2\frac{dh}{dt}=\frac{bDs}{a}
\quad\Longrightarrow\quad
h^3=h_0^3+\frac{3bDs}{a}\,t .
\end{equation}
Both cases are diffusion controlled. What separates them is how the open fraction changes during growth.

\subsection*{Equal scallops that keep the substrate covered}

Represent the scallops by hemispheres of radius $R$, with $n$ of them per unit area, separated by channels of constant width $\delta\ll R$ and length $R$. This is an idealization: real gaps between rounded bodies widen towards the top, and the exponent derived below depends on the width being uniform along the channel (see the list of failures at the end). Covering the substrate means $n\pi R^2=1$, so
\begin{equation}
H=n\,\frac{2\pi R^3}{3}=\frac{2R}{3}.
\end{equation}
Each channel is shared by two neighbours. A scallop therefore owns a strip of width $\delta/2$ along its perimeter $2\pi R$, with area $\pi R\delta$, and
\begin{equation}
\phi=n\pi R\delta=\frac{\delta}{R}.
\end{equation}
Circles cannot tile a plane, so this is area bookkeeping. Hexagons of the same base area do tile it, and their open fraction is about 5\% larger than $\delta/R$. That changes the prefactor slightly but not the dependence on $R$.

Putting $h=R$, $H=2R/3$ and $\phi=\delta/R$ into (\ref{eq:supply}), and writing $\kappa=\delta Ds$,
\begin{align}
\frac23\frac{dR}{dt}&=\frac{\delta}{R}\,\frac{Ds}{R}=\frac{\kappa}{R^2},\\
R^2\frac{dR}{dt}&=\frac{3\kappa}{2},\\
R^3&=R_0^3+kt,\qquad k=\frac{9\kappa}{2}.
\label{eq:cube}
\end{align}
One factor $1/R$ comes from the longer path and the other from the loss of channels.

The number density must fall as $n=1/(\pi R^2)$, which is where ripening enters. The curved area facing the melt, $n\,2\pi R^2=2$ per unit substrate area, stays constant while the volume grows. In ripening of a closed system the total volume is fixed, $nR^3=\text{const}$, and the area falls as $nR^2\propto1/R$. The cube law here is thus not closed-system ripening under another name; it needs the copper influx.

\subsection*{The same channels without ripening}

Now forbid ripening. Each scallop keeps its base radius $R_0$ and grows upward as a cylinder with a hemispherical top. If the channel length $L$ is measured to the top of the dome, the cylinder has height $L-R_0$ and the dome adds a mean thickness $2R_0/3$:
\begin{equation}
H=(L-R_0)+\frac{2R_0}{3}=L-\frac{R_0}{3}.
\end{equation}
The open fraction stays at $\delta/R_0$. Since $dH/dt=dL/dt$,
\begin{equation}
\frac{dL}{dt}=\frac{\delta}{R_0}\frac{Ds}{L}=\frac{\kappa}{R_0L}
\quad\Longrightarrow\quad
L^2=R_0^2+\frac{2\kappa t}{R_0}.
\label{eq:fixed}
\end{equation}
At $t=0$, where $L=R_0$, both models have $dH/dt=\kappa/R_0^2$. They start with the same thickness and rate and then part. So liquid channels alone do not overturn the parabola; channels whose number falls through ripening do.

\subsection*{Is the steady profile justified?}

Diffusion smooths a channel in a time of order $R^2/D$, while the channel lengthens appreciably in a time $R/(dR/dt)$. The ratio of the two is
\begin{equation}
\frac{R}{D}\frac{dR}{dt}=\frac{3\kappa}{2RD}=\frac{3\delta s}{2R},
\end{equation}
which is small because the channel is narrow and the melt holds little copper compared with the compound. As a test, the time-dependent diffusion equation was solved in a lengthening channel that starts with no excess copper, for both geometries. Even with $\delta s/R_0=0.01$, far larger than in the example below, the lengths at $t=200$, 1000 and $2000\,R_0^2/D$ differ from (\ref{eq:cube}) and (\ref{eq:fixed}) by less than 0.2\% of the predicted length; at earlier times the start-up lag raises the difference from (\ref{eq:cube}) to about 0.25\%.

\subsection*{Unequal scallops}

Ripening needs winners and losers, so equal scallops can only stand in for an average. Let angle brackets denote the average over scallops, $\bar R=\langle R\rangle$, and $m_j=\langle R^j\rangle/\bar R^{\,j}$. Coverage now reads $n=1/(\pi\langle R^2\rangle)$, and
\begin{equation}
H=\frac{2\pi n}{3}\langle R^3\rangle
=\frac23\frac{\langle R^3\rangle}{\langle R^2\rangle}
=\frac23\frac{m_3}{m_2}\bar R .
\end{equation}
The channel share of one scallop has area $\pi R\delta$ and length $R$, so it delivers enough copper for a compound volume $\pi R\delta\,Ds/R=\pi\kappa$ per unit time, whatever its size. Hence $dH/dt=n\pi\kappa=\kappa/\langle R^2\rangle$. If the distribution keeps its shape, $m_2$ and $m_3$ are constant and
\begin{equation}
\frac23\frac{m_3}{m_2}\frac{d\bar R}{dt}=\frac{\kappa}{m_2\bar R^2}
\quad\Longrightarrow\quad
\frac{d\bar R^3}{dt}=\frac{9\kappa}{2m_3}.
\label{eq:mean}
\end{equation}
The cube law survives, with a prefactor reduced by $m_3$.

To see whether a population can keep its shape, one needs a rule for sharing the copper. A mean-field rule is
\begin{equation}
\frac{dR}{dt}=A(t)\left(1-\frac{R_*}{R}\right),
\end{equation}
in which all scallops exchange copper with a common melt and curvature penalizes the small ones. This is a model closure, not a solution of the diffusion field around each scallop. Its two unknowns follow from the two constraints. Constant coverage requires
\begin{equation}
0=\sum R\frac{dR}{dt}=A\sum(R-R_*)
\quad\Longrightarrow\quad R_*=\bar R,
\end{equation}
where vanishing scallops cause no jump because their area is then zero. A hemisphere gains volume at the rate $2\pi R^2\,dR/dt$, so the supply requires
\begin{equation}
2\pi nA\left(\langle R^2\rangle-\bar R^2\right)=n\pi\kappa
\quad\Longrightarrow\quad
A=\frac{\kappa}{2\bar R^2(m_2-1)} .
\end{equation}
For equal sizes $m_2=1$ and no finite $A$ exists: such a population cannot both absorb the copper and keep its coverage.

Let $u=R/\bar R$ and $\tau=\ln\bar R$. Because $A$ and $d\bar R/dt$ both vary as $\bar R^{-2}$, their ratio $\gamma$ is constant, and
\begin{equation}
w\equiv\frac{du}{d\tau}=\gamma\left(1-\frac1u\right)-u
=-\frac{u^2-\gamma u+\gamma}{u}.
\end{equation}
I take the case $\gamma=4$, where the two roots of the numerator merge at $u=2$; it gives a distribution that ends smoothly there. Then $w=-(2-u)^2/u$. Let $g(u)$ be the normalized distribution. The number density falls as $n\propto\bar R^{-2}=e^{-2\tau}$, so conservation of scallops along $u$ gives
\begin{equation}
-2g+\frac{d(gw)}{du}=0 .
\label{eq:cont}
\end{equation}
With $G=gw$ and $y=2-u$, for which $d/dy=-d/du$,
\begin{equation}
\frac1G\frac{dG}{dy}=-\frac2w=\frac{2(2-y)}{y^2}=\frac4{y^2}-\frac2y
\quad\Longrightarrow\quad
G=-C\,\frac{e^{-4/y}}{y^2}.
\end{equation}
Integrating (\ref{eq:cont}) over $0<u<2$ gives $G(2)-G(0)=2$. Since $G(2)=0$ and $G(0)=-Ce^{-2}/4$, we have $C=8e^2$. Dividing $G$ by $w$,
\begin{equation}
g(u)=\frac{8e^2u}{(2-u)^4}\exp\left(-\frac4{2-u}\right),\qquad 0<u<2 .
\end{equation}

The value $\gamma=4$ must agree with the copper supply. From the expressions for $A$ and $d\bar R/dt$,
\begin{equation}
\gamma=\frac{\kappa}{2\bar R^2(m_2-1)}\,\frac{2m_3\bar R^2}{3\kappa}
=\frac{m_3}{3(m_2-1)},
\end{equation}
so $m_3=12(m_2-1)$ is needed. Multiplying (\ref{eq:cont}) by $u^2$ and integrating by parts gives $2(m_2-4\langle u\rangle+4)=2m_2$, so $\langle u\rangle=1$, as the definition of $u$ requires. With $u^3$ in place of $u^2$ the same steps give $3(m_3-4m_2+4)=2m_3$, which is the relation needed. Keeping $\gamma$ general in these steps gives $m_3=3\gamma(m_2-1)$, so the agreement is a consistency check and does not single out $\gamma=4$. Quadrature gives $m_2=1.109$ and $m_3=1.312$.

In a simulation of this mean-field model, 60\,000 scallops starting from $g$ shrink in number to 3757 while the distribution keeps its shape. The growth rate of $\bar R^3$ is $3.43\kappa$, as (\ref{eq:mean}) predicts. A second population, started with uniformly distributed sizes, has a late exponent of 0.328 for $\bar R$ against time, and its final $m_3$ is 1.21. It is not on its way to $g$: it approaches another shape-preserving solution of (\ref{eq:cont}), the one with $\gamma=16/3$, $g\propto u/(4-u)^4$ ending in a step at $u=4/3$, for which $m_3=1.206$. Within this model the cube-root law therefore does not need the distribution $g$, but the prefactor in (\ref{eq:mean}) depends on the starting distribution.

\subsection*{Your three times, with numbers}

Take round model parameters: $D=10^{-9}$ m$^2$/s, $\delta=5$ nm, $s=0.004$ and $R_0=0.5$ $\mu$m. They are not measurements of a particular joint. In micrometres and seconds $D=1000$, so
\begin{equation}
\kappa=0.005\times1000\times0.004=0.02\ \mu\mathrm{m}^3/\mathrm{s},
\qquad k=4.5\,\kappa=0.09\ \mu\mathrm{m}^3/\mathrm{s}.
\end{equation}
The profile ratio $3\delta s/(2R_0)$ is $6\times10^{-5}$, so the profile has ample time to become steady. For equal scallops at 60 s,
\begin{equation}
R=(0.125+0.09\times60)^{1/3}=1.77\ \mu\mathrm{m},\qquad H=\tfrac23R=1.18\ \mu\mathrm{m}.
\end{equation}
Without ripening, (\ref{eq:fixed}) gives
\begin{equation}
L=\sqrt{0.25+\frac{2\times0.02\times60}{0.5}}=2.25\ \mu\mathrm{m},\qquad
H=L-\frac{0.5}{3}=2.08\ \mu\mathrm{m}.
\end{equation}
The other times follow in the same way (lengths in $\mu$m):

\begin{center}
\begin{tabular}{rcccc}
$t$ (s) & $R$ & $H$ & $H$, no ripening & $H$, your parabola\\
\hline
10 & 1.01 & 0.67 & 0.86 & 0.48\\
60 & 1.77 & 1.18 & 2.08 & 1.18\\
600 & 3.78 & 2.52 & 6.78 & 3.73
\end{tabular}
\end{center}

The last column is $1.18\sqrt{t/60}$, your extrapolation from the 60 s value. Relative to the cube-law thickness it is 28\% too low at 10 s and 48\% too high at 600 s. One calibration point cannot reveal the error, which changes sign across it.

The cause is visible in the counts. The number density falls from 1.27 to 0.022 per $\mu$m$^2$ over 600 s, so about one scallop in 57 survives, and the open fraction at the end is only 0.13\%. For the distribution $g$, the coefficient for $\bar R^3$ is $0.09/1.312=0.069$ $\mu$m$^3$/s. At late times $\bar R$ is then about 9\% below the equal-scallop radius, while $H$ is about 8\% above the equal-scallop thickness, because the factor $m_3/m_2=1.18$ in $H$ outweighs the smaller $\bar R$.

\subsection*{Reading measured exponents}

The slope of a log-log plot is not $1/3$ from the start. Differentiating (\ref{eq:cube}) gives $3R^2\,dR/dt=k$, hence
\begin{equation}
\frac{d\ln R}{d\ln t}=\frac{t}{R}\frac{k}{3R^2}=\frac{kt}{3(R_0^3+kt)} .
\end{equation}
For $kt\ll R_0^3$ the growth is linear, $R\simeq R_0+kt/(3R_0^2)$, and this slope is near zero because the initial size dominates. In the example it is 0.29 at 10 s and 0.33 at 60 s. A plot of $H^3$ against $t$ avoids this distortion: for equal scallops, or for a size distribution that keeps its shape, it is a straight line whose intercept is the cube of the initial mean thickness.

An exponent near $1/3$ does not by itself prove that liquid channels are at work. Equation (\ref{eq:supply}) gives the same law for any path whose open fraction falls as $1/h$, for instance grain boundaries of fixed width in a solid layer whose grain size grows in proportion to its thickness. Counting scallops is a useful second measurement: ripening at full coverage requires $n\propto1/\langle R^2\rangle$, whereas the array without ripening keeps $n$ constant.

\subsection*{When the cube law fails}

\begin{itemize}
\item If the melt is not saturated, part of the copper goes into the bulk liquid and (\ref{eq:supply}) overestimates growth. The amount can be large: a deficit of 1 wt\% Cu in a melt 100 $\mu$m deep holds the copper of about 2 $\mu$m of Cu$_6$Sn$_5$, comparable to the thicknesses in the table.
\item If the channel width grows in proportion to $R$, then $\phi=\delta/R$ is constant and the parabola returns.
\item If the gap widens with height, the narrow base carries most of the resistance and the path no longer contributes a full factor $1/R$. Between true hemispheres the width at height $z$ is about $\delta+z^2/R$, so in a one-dimensional estimate $R/\delta$ is replaced by $\int dz/(\delta+z^2/R)\approx(\pi/2)\sqrt{R/\delta}$. Then $dH/dt\propto R^{-3/2}$ and the late growth is $t^{2/5}$; a V-shaped groove gives an exponent still closer to $1/2$.
\item If the channel walls take up copper, the supply no longer falls as $1/h$. When the copper is used up within a fixed depth $\ell\ll R$, the flux at the copper side is about $D\Delta c/\ell$. With $\phi=\delta/R$ this gives $R\,dR/dt=\text{const}$, a parabola even with ripening, but only if $\delta$ and $\ell$ stay fixed. Left on the walls, the deposit fills the depth $\ell$ in a time of about $\ell^2/(Ds)$, which is 2.5 ms for $\ell=0.1$ $\mu$m with the parameters above. Unless it is carried away, wall uptake closes the channels long before the times of interest.
\item If the channels close, or the solder freezes, copper must move through solid material. For a dense layer with constant diffusivity and constant boundary concentrations, $\phi=1$ and growth is again parabolic. A law fitted during reflow should therefore not be carried over to solid-state ageing.
\item If the temperature varies, $\kappa$ depends on time. As long as the geometry and the steady profile hold, integrating $R^2\,dR/dt=3\kappa/2$ gives
\begin{equation}
R^3=R_0^3+\frac92\int_0^t\kappa(t')\,dt' ,
\end{equation}
which applies to a reflow profile only while the melt exchanges little copper with the compound. The solubility of copper changes with temperature, so a melt that stays saturated takes up copper on heating and deposits it on cooling. This exchange is not contained in $\kappa$ and grows with the depth of the melt; where it matters, it must be added to the copper balance.
\end{itemize}

For your estimate, then, at constant temperature and with a melt already saturated with copper, use the cube law if the scallops coarsen while covering the substrate, with liquid channels between them whose width is constant in time and along their length and that carry the copper through to the melt, and keep the square root for a dense layer or for channels whose open fraction does not change. The numerical output below gives the remaining values.

\section*{Calculated quantities}
\begin{verbatim}
TRANSIENT DIFFUSION TEST (scaled units)
supply parameter delta*s/initial length: 0.010
largest relative error, cube law: 1.15e-03
largest relative error, parabolic law: 1.65e-03
late exponent with ripening: 0.328
late exponent without ripening: 0.483
POPULATION TEST (scaled units, kappa = 1)
scaling distribution m2: 1.1094, m3: 1.3125
scallops at start: 60000, at end: 3757
final/initial coverage: 1.0025
growth rate of <R>^3, simulation: 3.426
growth rate of <R>^3, formula: 3.429
m3 at end of simulation: 1.3128
largest gap between cumulative distributions: 0.0002
uniform start, late exponent: 0.328
uniform start, final m3: 1.2075
WORKED EXAMPLE
D: 1.0e-09 m^2/s
delta: 5.0 nm, s: 0.004, R0: 0.50 um
kappa: 0.0200 um^3/s
k for equal scallops: 0.0900 um^3/s
k for mean radius of scaling distribution: 0.0686 um^3/s
initial h*(dh/dt)/D: 6.0e-05
hexagonal open fraction / (delta/R): 1.049
initial mean thickness: 0.333 um
initial number density: 1.273 per um^2
t = 10 s: R = 1.008 um, H = 0.672 um
  number density: 0.3131 per um^2
  open fraction: 0.496 percent
  local exponent: 0.293
  H without ripening: 0.858 um
t = 60 s: R = 1.768 um, H = 1.179 um
  number density: 0.1019 per um^2
  open fraction: 0.283 percent
  local exponent: 0.326
  H without ripening: 2.081 um
t = 600 s: R = 3.783 um, H = 2.522 um
  number density: 0.0222 per um^2
  open fraction: 0.132 percent
  local exponent: 0.333
  H without ripening: 6.780 um
parabola through 60 s, at 10 s: 0.481 um
  parabola / cube-law thickness: 0.716
parabola through 60 s, at 600 s: 3.727 um
  parabola / cube-law thickness: 1.478
\end{verbatim}
